# Minimum Peak Field in a Coaxial DRAM Capacitor, part 1

(Sections cited here and not found follow in the second part.)

## 1. The field and its smallest peak

A cylindrical storage capacitor has a dielectric whose outer radius is 15 nm, and 0.50 V is applied across it. With an inner electrode of radius 5.518 nm the dielectric is 9.482 nm thick, and the largest field in it is 0.906 MV/cm. If the inner electrode is thinned to 2.500 nm, the dielectric grows to 12.500 nm while the voltage and the outer radius stay the same. The largest field then rises to 1.116 MV/cm. More insulator carries the same voltage, yet some of it is stressed harder.

To see why, let the inner electrode be a solid cylinder of radius \(a\), and let the outer electrode have an inner surface of radius \(b>a\). The dielectric fills \(a<r<b\), where \(r\) is the distance from the common axis. The inner electrode is at potential \(V>0\) and the outer one at zero. Four assumptions define the model:

- The electrodes are perfect conductors, so each surface is an equipotential and the whole voltage falls across the dielectric.
- The cylinders are concentric and long compared with \(b\), so the field away from the ends does not depend on height or angle.
- The dielectric is uniform and linear, with relative permittivity \(\kappa\) independent of position and field.
- The dielectric holds no free charge.

The outer radius is held fixed because it is set by the space allotted to one cell. The voltage is fixed by the circuit. The inner radius is free, and with it the film thickness \(b-a\).

By symmetry the field is radial and depends on \(r\) alone. Apply Gauss's law to a cylinder of radius \(r\) and height \(h\), coaxial with the electrodes and lying in the uniform part of the capacitor. Its end faces carry no flux, because the field is parallel to them. The flux of the displacement \(D=\varepsilon_0\kappa E\) through the curved face equals the free charge \(Q\) enclosed:

\[
2\pi r h\,\varepsilon_0\kappa E(r)=Q. \tag{1}
\]

There is no free charge in the dielectric, so \(Q\) is the charge on height \(h\) of the inner electrode, whatever the value of \(r\) between \(a\) and \(b\). Hence

\[
rE(r)=K,\qquad K=\frac{Q}{2\pi\varepsilon_0\kappa h}, \tag{2}
\]

with \(K\) independent of \(r\). The same flux passes through every coaxial cylinder, and the smaller cylinders have less area to carry it.

The applied voltage fixes \(K\). The potential falls from \(V\) to zero along an outward path, so

\[
V=\int_a^b E(r)\,dr=K\int_a^b\frac{dr}{r}=K\ln\frac{b}{a}. \tag{3}
\]

Solving for \(K\) and inserting it in (2) gives

\[
E(r)=\frac{V}{r\ln(b/a)}. \tag{4}
\]

The permittivity has dropped out. It determines how much charge is needed to produce the voltage, but a uniform permittivity does not alter how the voltage is shared among the layers of the dielectric. Reversing the polarity changes the sign of \(E\) and leaves its magnitude as it is.

Since \(E(r)\) falls as \(r\) grows, its largest value lies at the surface of the inner electrode:

\[
E_{\rm p}=E(a)=\frac{V}{a\ln(b/a)}. \tag{5}
\]

It is convenient to write the radius ratio as \(x=b/a\), which is greater than 1. Then \(a=b/x\), and (5) becomes

\[
E_{\rm p}=\frac{V}{b}\,\frac{x}{\ln x}. \tag{6}
\]

The factor \(V/b\) has the unit of a field and is fixed. The whole effect of the inner radius is in the number \(x/\ln x\).

Two limits show why there must be a minimum. When \(a\) approaches \(b\), write the film thickness as \(d=b-a\). Then \(\ln(b/a)=\ln(1+d/a)\approx d/a\), and (5) gives \(E_{\rm p}\approx V/d\). This is the field of a flat capacitor, and it grows without bound as the film closes. In the other limit, \(a\to0\), put \(a=be^{-u}\) with \(u\to\infty\). The denominator of (5) is then \(a\ln(b/a)=b\,u e^{-u}\), which tends to zero because the exponential falls faster than \(u\) grows. The peak field again increases without bound, this time because the flux is crowded onto a very thin wire. Between these two limits the peak field is finite and continuous, so it has a smallest value.

To find it, note that \(V\) is a positive constant in (5). The peak field is smallest where the denominator

\[
f(a)=a\ln\frac{b}{a}=a\ln b-a\ln a \tag{7}
\]

is largest. Differentiate with \(b\) fixed. The first term gives \(\ln b\). The product rule applied to \(a\ln a\) gives \(\ln a+1\). Therefore

\[
\frac{df}{da}=\ln b-\ln a-1=\ln\frac{b}{a}-1,
\qquad
\frac{d^2f}{da^2}=-\frac1a<0. \tag{8}
\]

The first derivative vanishes when \(\ln(b/a)=1\). The second derivative is negative for every \(a>0\), so \(df/da\) falls steadily and can vanish at one point at most. It is positive for smaller \(a\) and negative for larger \(a\), which makes the stationary point the global maximum of \(f\). The result is

\[
\frac{b}{a}=e,\qquad a=\frac{b}{e},\qquad E_{\rm min}=\frac{eV}{b}, \tag{9}
\]

where \(E_{\rm min}\) denotes the smallest possible value of the peak field. The last expression follows from (6) with \(x=e\) and \(\ln x=1\).

The condition \(\ln(b/a)=1\) can be read as a balance. Suppose that the field at the inner surface is held at a chosen value \(E_{\rm p}\), and ask how much voltage the capacitor then supports. By (5) this is \(V=E_{\rm p}a\ln(b/a)\). Let the inner radius grow by a small amount \(da\). A layer of dielectric of thickness \(da\), in which the field was \(E_{\rm p}\), is lost, and with it the voltage \(E_{\rm p}\,da\). In the remaining dielectric the field is \(E_{\rm p}a/r\), which rises by \(E_{\rm p}\,da/r\). Integrated from \(a\) to \(b\), this rise supplies the voltage \(E_{\rm p}\,da\ln(b/a)\). Gain and loss are equal when the logarithm is 1. For a thinner inner electrode the gain is larger, so thickening it helps even though insulator is removed.

The same result can be proved without differentiating the field. For any \(y>0\),

\[
\ln y=\int_1^y\frac{dt}{t}\le y-1, \tag{10}
\]

with equality at \(y=1\) and nowhere else. If \(y>1\), the integrand is below 1 inside the interval, so the integral is less than the length \(y-1\). If \(0<y<1\), then \(\ln y=-\int_y^1dt/t\). Here the integrand exceeds 1 inside the interval, so the integral exceeds \(1-y\), and its negative is less than \(y-1\). Now set \(y=x/e\). The left side of (10) is \(\ln x-1\) and the right side is \(x/e-1\), so

\[
\ln x\le\frac{x}{e}
\quad\Longrightarrow\quad
\frac{x}{\ln x}\ge e
\quad\Longrightarrow\quad
E_{\rm p}\ge\frac{eV}{b}. \tag{11}
\]

The division by \(\ln x\) keeps the direction of the inequality because \(x>1\) makes \(\ln x\) positive. Equality holds at \(x=e\) alone. This form shows at once that no choice of inner radius can bring the peak field below \(eV/b\).

For the capacitor of the opening paragraph, \(V/b=0.50/15.0=0.0333\) V/nm. Since 1 V/nm is 10 MV/cm, this is 0.3333 MV/cm. Equation (9) gives

\[
a=\frac{15.0\ {\rm nm}}{2.71828}=5.518\ {\rm nm},
\qquad
E_{\rm min}=2.71828\times0.3333=0.906\ {\rm MV/cm}. \tag{12}
\]

The film is \(15.0-5.518=9.482\) nm thick. For the thinner inner electrode, \(x=15.0/2.500=6\), and (6) gives \(0.3333\times6/\ln6=1.116\) MV/cm. The mean field \(V/(b-a)\) does fall when the film is thickened, from 0.527 to 0.400 MV/cm. The ratio of peak to mean field, however, rises from 1.72 to 2.79, and that increase outweighs the fall.

These values were tested against a numerical solution of the field equation that does not use the logarithm. In the absence of free charge the potential obeys \(\phi''+\phi'/r=0\), which is (2) differentiated, with \(E=-\phi'\). The equation was solved by collocation for 40 inner radii between \(0.08b\) and \(0.95b\). The field agreed with (4) to one part in a million, and its maximum lay at the inner electrode in every case. Minimizing the numerical peak over \(a\) gave \(b/a=2.71828\).

The condition that \(b\) is fixed is essential. If \(a\) is fixed and \(b\) is free, (5) gives

\[
\frac{\partial E_{\rm p}}{\partial b}=-\frac{V}{ab\,[\ln(b/a)]^2}<0, \tag{13}
\]

so the peak field falls steadily as the outer electrode is moved away, and there is no optimum. With \(a=5\) nm and 0.50 V, outer radii of 8, 12, 20 and 40 nm give 2.128, 1.142, 0.721 and 0.481 MV/cm. The number \(e\) belongs to the problem in which space is limited from outside.

The minimum is broad. Write \(x=e^{1+s}\), so that \(s=0\) at the optimum and \(\ln x=1+s\). Dividing (6) by \(E_{\rm min}\) gives

\[
\frac{E_{\rm p}}{E_{\rm min}}=\frac{e^{1+s}}{e(1+s)}=\frac{e^s}{1+s}. \tag{14}
\]

For small \(s\), expand \(e^s=1+s+s^2/2+s^3/6+\dots\) and separate the part \(1+s\):

\[
\frac{e^s}{1+s}=1+\frac{s^2/2+s^3/6+\dots}{1+s}
=1+\frac{s^2}{2}-\frac{s^3}{3}+\dots \tag{15}
\]

The cubic coefficient is \(1/6-1/2=-1/3\), the second part coming from \(1/(1+s)\approx1-s\). A change of \(s\) by 0.1 changes the inner radius by about 10 percent and raises the peak field by about half a percent. The numerical field solution gives rises of 0.470 percent for \(s=+0.1\) and 0.537 percent for \(s=-0.1\), in line with the sign of the cubic term.

This breadth matters because the capacitance is not stationary at \(x=e\). From (2) and (3), the charge on height \(h\) is \(Q=2\pi\varepsilon_0\kappa h\,V/\ln(b/a)\). The side-wall capacitance is therefore

\[
C=\frac{Q}{V}=\frac{2\pi\varepsilon_0\kappa h}{\ln x}, \tag{16}
\]

which falls steadily as \(x\) grows. For \(\kappa=40\) and \(h=1000\) nm the values are as follows, with \(b\) and \(V\) unchanged.

| \(b/a\) | film (nm) | peak field (MV/cm) | \(C\) (fF) |
|---|---|---|---|
| 1.5 | 5.000 | 1.233 | 5.488 |
| 2 | 7.500 | 0.962 | 3.210 |
| \(e\) | 9.482 | 0.906 | 2.225 |
| 4 | 11.250 | 0.962 | 1.605 |
| 6 | 12.500 | 1.116 | 1.242 |

The ratios 2 and 4 have the same peak field. The reason is that \(\ln4=2\ln2\), so \(4/\ln4=2/\ln2\). By (16) the ratio 2 gives twice the capacitance of the ratio 4. More generally, increasing \(x\) beyond \(e\) raises the peak field and lowers the capacitance together. When these two quantities are the criteria, with \(b\), \(V\), \(\kappa\) and \(h\) fixed, the useful range is \(1<x\le e\). Within that range a lower peak field is paid for with capacitance. Going from \(x=1.5\) to \(x=e\) lowers the peak field by 27 percent and the capacitance by 59 percent.

A different question has a different answer. Suppose that the peak field, rather than the voltage, is held at a permitted value. Combining (2) with \(K=aE_{\rm p}\) gives

\[
Q=2\pi\varepsilon_0\kappa h\,aE_{\rm p}, \tag{17}
\]

so the stored charge grows with \(a\) all the way towards \(b\). The voltage \(E_{\rm p}a\ln(b/a)\) is largest at \(b/a=e\). The stored energy \(QV/2\) is proportional to \(a^2\ln(b/a)\), whose derivative is \(a[2\ln(b/a)-1]\). This is positive for small \(a\) and negative near \(b\), and it vanishes at \(b/a=\sqrt e\approx1.65\). The ratio \(e\) is thus the choice for withstanding voltage in a given outer radius, and it is not the choice for storing the most charge or energy at a given peak field.

## 2. What a real pillar changes

The symbols are those of the first half: \(a\) and \(b\) are the inner and outer radii of the dielectric, \(x=b/a\), \(L=\ln(b/a)\), \(V\) is the voltage, \(\kappa\) the relative permittivity and \(h\) the height. For ideal coaxial electrodes the peak field is \(E_{\rm p}=V/(aL)\). At fixed \(b\) and \(V\) its smallest value is \(E_{\rm min}=eV/b\), reached at \(b/a=e\). The example has \(b=15.0\) nm, \(V=0.50\) V, \(\kappa=40\) and \(h=1000\) nm, which give \(a=5.518\) nm, \(E_{\rm min}=0.906\) MV/cm and \(C=2.225\) fF. Several of the assumptions behind these numbers are now relaxed, one at a time. The absence of free charge in the dielectric is assumed throughout.

**The end of the pillar.** A pillar has a top, and the field there is not that of a long cylinder. Take the top of the inner electrode to be a hemisphere of radius \(a\), covered by a concentric hemisphere of radius \(b\). Near the tip the field resembles that between two full spheres. For spheres, Gauss's law makes \(r^2E\) constant, where \(r\) is now the distance from the common centre. Calling the constant \(K_{\rm s}\),

\[
V=\int_a^b\frac{K_{\rm s}}{r^2}\,dr=K_{\rm s}\left(\frac1a-\frac1b\right)
=K_{\rm s}\frac{b-a}{ab}. \tag{18}
\]

The field at the inner surface is \(K_{\rm s}/a^2\), so

\[
E_{\rm tip}\approx\frac{Vb}{a(b-a)}. \tag{19}
\]

At \(b/a=e\) this exceeds the side-wall peak \(V/a\) by the factor \(b/(b-a)=e/(e-1)=1.58\). In the example, (19) gives \(0.50\times15.0/(5.518\times9.482)=0.1433\) V/nm, or 1.433 MV/cm. A numerical solution for the hemisphere joined to a cylinder gives 1.426 MV/cm at the tip. This value is converged to the digits shown, and the deficit of 0.5 percent is real. At equal radius the coaxial potential below the cap is higher than the spherical one, which slightly relieves the field at the tip.

The tip also has its own optimum. In (19) the product \(a(b-a)\) has derivative \(b-2a\) and second derivative \(-2\), so it is largest at \(a=b/2\). The smallest field between spheres is

\[
E_{\rm tip,min}=\frac{Vb}{(b/2)(b/2)}=\frac{4V}{b}, \tag{20}
\]

which is 1.333 MV/cm here. Minimizing the largest field of the numerically solved capped pillar gives \(b/a=2.01\) and 1.333 MV/cm. For a pillar with this shape of top, the ratio \(e\) therefore minimizes the peak field on the side wall far below the top, but not the peak in the whole device. Close to the cap the side-wall field is higher, because it must join the larger field of the cap. Moving from \(e\) to about 2 lowers the largest field by some 7 percent, and by (16) it raises the side-wall capacitance from 2.225 to about 3.2 fF.

For ideal coaxial electrodes with fixed \(b\) and \(V\), the peak field is smallest at \(b/a=e\), but a rounded top has a higher field and moves the best ratio for the whole pillar to about 2. Still to be examined are screening in the electrodes, an off-centre inner electrode, a field-dependent permittivity, leakage and breakdown, and how the example compares with a real cell.

Numerical values quoted here were computed with a short program.
